# Intersubband absorption in a quantum well: polarisation and oscillator strength: a program that tests the result

```python
"""
Intersubband absorption in a quantum well grown along z.
Results under test:
  (a) for an isotropic mass only the z component of the light polarisation
      couples different subbands;
  (b) f(n<-1) = (2m/hbar^2)(E_n-E_1)|<n|z|1>|^2 sums to 1 over n, and in the
      infinite well f(2<-1) = 256/(27 pi^2).
Symbols: m effective mass, L well width, E_n subband edges, f oscillator
strength defined with m, q photon wavevector, k in-plane electron wavevector.
"""
import numpy as np
from scipy.constants import hbar, m_e, e, c, h, pi
from scipy.linalg import eigh_tridiagonal

mass_ratio = 0.07
m = mass_ratio * m_e
L = 10e-9
index = 3.3
k_plane = 2e8
drop_meV = 150.0

# ---------- polarisation rule from a full two-dimensional Hamiltonian ----------
# Units here: hbar = 1, L = 1, inverse mass w_zz = 1. x is periodic.
nodes, weights = np.polynomial.legendre.leggauss(200)
u = 0.5 * (nodes + 1)
wu = 0.5 * weights
n_sine = 40
orders = np.arange(1, n_sine + 1)
sines = np.sqrt(2) * np.sin(pi * np.outer(orders, u))
slopes = np.sqrt(2) * pi * orders[:, None] * np.cos(pi * np.outer(orders, u))
pz = -1j * (sines * wu) @ slopes.T
pz_squared = (slopes * wu) @ slopes.T

n_x, period, twist = 7, 2.0, 0.4
x = np.arange(n_x) * period / n_x
k_values = 2 * pi * np.arange(-3, 4) / period + twist
waves = np.exp(1j * np.outer(x, k_values)) / np.sqrt(n_x)
px = waves @ np.diag(k_values) @ waves.conj().T


def velocity_elements(w_xz):
    """Velocity elements <f|v_x|i>, <f|v_z|i> from the ground state i to all f != i."""
    one_x, one_z = np.eye(n_x), np.eye(n_sine)
    big_px, big_pz = np.kron(px, one_z), np.kron(one_x, pz)
    ham = (0.5 * np.kron(px @ px, one_z) + 0.5 * np.kron(one_x, pz_squared)
           + w_xz * np.kron(px, pz))
    ham = 0.5 * (ham + ham.conj().T)
    _, states = np.linalg.eigh(ham)
    ground = states[:, 0]
    v_x = big_px + w_xz * big_pz
    v_z = big_pz + w_xz * big_px
    others = states[:, 1:].conj().T
    return others @ (v_x @ ground), others @ (v_z @ ground)


vx, vz = velocity_elements(0.0)
strength_x = np.sum(abs(vx) ** 2)
strength_z = np.sum(abs(vz) ** 2)
assert strength_z > 1.0
assert strength_x < 1e-18 * strength_z

theta = np.radians(45.0)
strength_tilt = np.sum(abs(np.cos(theta) * vx - np.sin(theta) * vz) ** 2)
factor_45 = strength_tilt / strength_z
assert abs(factor_45 - np.sin(theta) ** 2) < 1e-8

w_xz = 0.3
vx_t, vz_t = velocity_elements(w_xz)
strongest = np.argmax(abs(vz_t))
ratio_tilted_mass = abs(vx_t[strongest] / vz_t[strongest])
assert abs(ratio_tilted_mass - w_xz) < 1e-6

# ---------- infinite well: quadrature against closed forms ----------
z = L * u
wz = L * wu


def phi(n):
    return np.sqrt(2 / L) * np.sin(n * pi * z / L)


def dphi(n):
    return np.sqrt(2 / L) * (n * pi / L) * np.cos(n * pi * z / L)


def energy(n):
    return (hbar * pi * n / L) ** 2 / (2 * m)


def f_closed(n):
    return 64 * n**2 / (pi**2 * (n**2 - 1.0) ** 3) if n % 2 == 0 else 0.0


z21 = np.sum(wz * phi(2) * z * phi(1))
p21 = -1j * hbar * np.sum(wz * phi(2) * dphi(1))
E21 = energy(2) - energy(1)
omega = E21 / hbar
assert abs(z21 / (-16 * L / (9 * pi**2)) - 1) < 1e-10
assert abs(abs(p21) / (8 * hbar / (3 * L)) - 1) < 1e-10
assert abs(p21 / (1j * m * omega * z21) - 1) < 1e-10

f_quad = {}
for n in range(2, 9):
    gap = energy(n) - energy(1)
    z_n1 = np.sum(wz * phi(n) * z * phi(1))
    p_n1 = hbar * np.sum(wz * phi(n) * dphi(1))
    f_quad[n] = 2 * m * gap * z_n1**2 / hbar**2
    f_from_p = 2 * p_n1**2 / (m * gap)
    assert abs(f_quad[n] - f_closed(n)) < 1e-10
    assert abs(f_from_p - f_closed(n)) < 1e-10
f_target = 256 / (27 * pi**2)
assert abs(f_quad[2] - f_target) < 1e-10
series_sum = sum(f_closed(n) for n in range(2, 2001, 2))
assert abs(series_sum - 1) < 1e-9   # the omitted tail is of order 1/2000^3

# ---------- in-plane amplitude left by a finite photon wavevector ----------
q = index * omega / c
overlap = np.sum(wz * phi(2) * np.exp(1j * q * z) * phi(1))
retard_ratio = abs(hbar * k_plane * overlap) / abs(p21)
assert abs(retard_ratio / (hbar * k_plane * q / (m * omega)) - 1) < 1e-3


# ---------- finite-difference wells: energies, f values, sum rule ----------
def grid_well(width, mass, drop_eV, start, points=600):
    """Levels in eV and all f values from level index start; hard walls."""
    step = width / (points + 1)
    zg = step * np.arange(1, points + 1)
    hop = hbar**2 / (2 * mass * step**2) / e
    levels, vecs = eigh_tridiagonal(2 * hop + drop_eV * zg / width,
                                    -hop * np.ones(points - 1))
    z_el = vecs.T @ (zg * vecs[:, start])
    f = 2 * mass * (levels - levels[start]) * e * z_el**2 / hbar**2
    return levels, f


# Grid errors are of order (n pi/601)^2, hence tolerances near 1e-4.
levels, f_grid = grid_well(L, m, 0.0, 0)
for n in (1, 2, 3):
    assert abs(levels[n - 1] * e / energy(n) - 1) < 1e-4
assert abs(f_grid[1] - f_target) < 1e-4
assert abs(f_grid.sum() - 1) < 1e-4
_, f_other = grid_well(6e-9, 0.05 * m_e, 0.0, 0)
assert abs(f_other[1] - f_target) < 1e-4

_, f_from2 = grid_well(L, m, 0.0, 1)
assert abs(f_from2[0] + f_target) < 2e-4
assert f_from2[2] > 1
assert abs(f_from2.sum() - 1) < 2e-4

levels_b, f_bias = grid_well(L, m, drop_meV / 1000, 0)
assert f_bias[2] > 1e-3
assert f_grid[2] < 1e-10
assert np.all(f_bias > -1e-12)
assert abs(f_bias.sum() - 1) < 1e-4

# ---------- worked example ----------
meV = 1e-3 * e
print(f"Effective mass / free mass: {mass_ratio:.2f}")
print(f"Well width L: {L*1e9:.1f} nm")
print(f"E1: {energy(1)/meV:.2f} meV")
print(f"E2: {energy(2)/meV:.2f} meV")
print(f"Transition energy E2-E1: {E21/meV:.2f} meV")
print(f"Vacuum wavelength: {h*c/E21*1e6:.3f} micrometre")
print(f"|<2|z|1>|: {abs(z21)*1e9:.4f} nm")
print(f"|<2|z|1>|/L: {abs(z21)/L:.5f} (no unit)")
print(f"|<2|p_z|1>|: {abs(p21):.4e} kg m/s")
print(f"256/(27 pi^2): {f_target:.6f} (no unit)")
running = 0.0
for n in range(2, 9):
    running += f_quad[n]
    print(f"f(1->{n}) by quadrature: {abs(f_quad[n]):.6f}, running sum {running:.6f}")
print(f"Share left for n > 2: {1-f_quad[2]:.6f} (no unit)")
print(f"Series sum up to n=2000: {series_sum:.8f} (no unit)")
print(f"f(1->2) on grid, L=10 nm, m=0.07 m0: {f_grid[1]:.4f}")
print(f"f(1->2) on grid, L=6 nm, m=0.05 m0: {f_other[1]:.4f}")
print(f"f(1->2) with free-mass convention: {f_target/mass_ratio:.3f}")
print(f"Sum with free-mass convention: {1/mass_ratio:.3f}")
print(f"From level 2, grid: f(2->1) = {f_from2[0]:.4f}")
print(f"From level 2, grid: f(2->3) = {f_from2[2]:.4f}")
print(f"From level 2, grid: sum = {f_from2.sum():.4f}")
print(f"2D test, x strength / z strength: {strength_x/strength_z:.1e}")
print(f"2D test, p-polarised at 45 deg, factor: {factor_45:.4f}")
print(f"Tilted mass, w_xz/w_zz chosen: {w_xz:.2f}")
print(f"Tilted mass, |v_x/v_z| found: {ratio_tilted_mass:.4f}")
print(f"Refractive index: {index:.1f}")
print(f"In-plane wavevector k: {k_plane*1e-9:.2f} 1/nm")
print(f"Photon wavevector times L: {q*L:.4f} (no unit)")
print(f"Finite-q amplitude ratio: {retard_ratio:.3e} (no unit)")
print(f"Finite-q strength ratio: {retard_ratio**2:.3e} (no unit)")
print(f"Biased well, potential drop: {drop_meV:.0f} meV")
print(f"Biased well, E2-E1: {(levels_b[1]-levels_b[0])*1e3:.2f} meV")
print(f"Biased well, f(1->2): {f_bias[1]:.4f}")
print(f"Biased well, f(1->3): {f_bias[2]:.4f}")
print(f"Biased well, sum of f: {f_bias.sum():.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
Effective mass / free mass: 0.07
Well width L: 10.0 nm
E1: 53.72 meV
E2: 214.87 meV
Transition energy E2-E1: 161.16 meV
Vacuum wavelength: 7.693 micrometre
|<2|z|1>|: 1.8013 nm
|<2|z|1>|/L: 0.18013 (no unit)
|<2|p_z|1>|: 2.8122e-26 kg m/s
256/(27 pi^2): 0.960675 (no unit)
f(1->2) by quadrature: 0.960675, running sum 0.960675
f(1->3) by quadrature: 0.000000, running sum 0.960675
f(1->4) by quadrature: 0.030742, running sum 0.991417
f(1->5) by quadrature: 0.000000, running sum 0.991417
f(1->6) by quadrature: 0.005445, running sum 0.996861
f(1->7) by quadrature: 0.000000, running sum 0.996861
f(1->8) by quadrature: 0.001660, running sum 0.998521
Share left for n > 2: 0.039325 (no unit)
Series sum up to n=2000: 1.00000000 (no unit)
f(1->2) on grid, L=10 nm, m=0.07 m0: 0.9607
f(1->2) on grid, L=6 nm, m=0.05 m0: 0.9607
f(1->2) with free-mass convention: 13.724
Sum with free-mass convention: 14.286
From level 2, grid: f(2->1) = -0.9607
From level 2, grid: f(2->3) = 1.8675
From level 2, grid: sum = 0.9999
2D test, x strength / z strength: 2.3e-29
2D test, p-polarised at 45 deg, factor: 0.5000
Tilted mass, w_xz/w_zz chosen: 0.30
Tilted mass, |v_x/v_z| found: 0.3000
Refractive index: 3.3
In-plane wavevector k: 0.20 1/nm
Photon wavevector times L: 0.0270 (no unit)
Finite-q amplitude ratio: 3.641e-03 (no unit)
Finite-q strength ratio: 1.326e-05 (no unit)
Biased well, potential drop: 150 meV
Biased well, E2-E1: 166.91 meV
Biased well, f(1->2): 0.9411
Biased well, f(1->3): 0.0159
Biased well, sum of f: 1.0000
ALL CHECKS PASSED
```
